# Scattering loss from dilute spherical voids in a slab waveguide

A deposited waveguide film can contain nanometre-sized empty pockets. Light guided by the film polarizes the material around each pocket, and the disturbance radiates. How much guided power is lost per unit length, and how does this depend on the number and size of the voids?

I take a lossless, non-magnetic slab with core index $n_1$, thickness $d$ and cladding index $n_2<n_1$, and write $\epsilon_i=n_i^2$. The normal is $x$, with $x=0$ at mid-core. A wide, collimated TE$_0$ beam travels along $z$ with its electric field along $y$. Fields are in SI units and vary as $e^{-i\omega t}$. The vacuum wavenumber is $k_0=\omega/c$, and $k_1=n_1k_0$. The voids have radius $a$ and number density $N$.

## 1. One void in unbounded core material

If $k_1a\ll1$, the incident field $E$ is nearly uniform across the void, and electrostatics gives the response. With $\theta$ measured from the field, try

$$\Phi_{\rm in}=-Br\cos\theta,\qquad \Phi_{\rm out}=-Er\cos\theta+\frac{C\cos\theta}{r^2}.$$

Continuity of potential and of normal displacement at $r=a$ requires

$$B=E-\frac{C}{a^3},\qquad B=\epsilon_1\left(E+\frac{2C}{a^3}\right).$$

Equating the two expressions for $B$ gives $(1-\epsilon_1)E=(1+2\epsilon_1)C/a^3$, so

$$C=a^3KE,\qquad K=\frac{1-\epsilon_1}{1+2\epsilon_1}.$$

A dipole embedded in the core material has potential $p\cos\theta/(4\pi\epsilon_0\epsilon_1r^2)$. Hence

$$p=4\pi\epsilon_0\epsilon_1a^3KE.$$

$K$ is negative: the void dipole opposes the field, because polarizable material is missing.

The oscillating dipole is a current $-i\omega p$. At distance $r$ and angle $\vartheta$ from its axis, its far field has magnitude $\mu_0\omega^2|p|\sin\vartheta/(4\pi r)$. The intensity is $n_1\epsilon_0c|E|^2/2$, and $\int\sin^2\vartheta\,d\Omega=8\pi/3$. The radiated power is therefore

$$P_0=\frac{n_1\epsilon_0c}{2}\,\frac{\mu_0^2\omega^4|p|^2}{16\pi^2}\,\frac{8\pi}{3}=\frac{\mu_0\omega^3k_1|p|^2}{12\pi},$$

where $\epsilon_0\mu_0=1/c^2$ was used. Dividing by the incident intensity and inserting $p$ gives

$$\sigma_0=\frac{\mu_0\omega^4}{6\pi\epsilon_0c^2}(4\pi\epsilon_0\epsilon_1a^3K)^2=\frac{8\pi}{3}k_1^4a^6K^2.$$

The sixth power is the square of a dipole proportional to volume. If the core index tends to one, $K$ and the scattering vanish, as they must.

For a numerical case take $n_1=2.00$, $a=10$ nm and vacuum wavelength 1550 nm. Then $k_1=0.008107$ nm$^{-1}$, $k_1a=0.081$, $K=(1-4)/(1+8)=-1/3$, and

$$\sigma_0=\frac{8\pi}{3}(0.008107)^4(10)^6\frac19\ {\rm nm^2}=4.02\times10^{-3}\ {\rm nm^2}.$$

This is $1.3\times10^{-5}$ of the void's geometric area. The Mie series, which keeps the higher multipoles and retardation inside the sphere, gives a cross-section 0.61% below $\sigma_0$ at this radius. Between radii of 1 and 2 nm its growth corresponds to an exponent of 5.9997. The sixth power is thus the small-sphere limit and fails when $k_1a$ is no longer small.

## 2. Many voids

The field from $M$ voids contains a sum of phase factors. For a change of wavevector $\mathbf Q$, independent positions give

$$\left\langle\left|\sum_j e^{i\mathbf Q\cdot\mathbf r_j}\right|^2\right\rangle=M+M(M-1)\left|\langle e^{i\mathbf Q\cdot\mathbf r}\rangle\right|^2.$$

The first term adds powers. The second is the radiation of the average polarization. In the guide this average is uniform along $y$ and $z$, apart from the phase $e^{i\beta z}$ of the beam. Since $\beta>n_2k_0$, it cannot launch propagating waves into the cladding. In a slab with one TE mode it acts back on TE$_0$ and changes its phase velocity. The loss therefore comes from the first term and is proportional to $N$.

The average polarization is $Np=\epsilon_0\,\delta\epsilon\,E$. With void fraction $f=4\pi Na^3/3$,

$$\delta\epsilon=4\pi N\epsilon_1a^3K=3f\epsilon_1K.$$

This is linear in $f$, while scattering at fixed $f$ also grows with void size as long as $k_1a\ll1$.

Real voids cannot overlap. Let $g(r)$ be the pair density relative to independent placement. To first order in $f$, $g=0$ for $r<2a$ and $g=1$ beyond. For $2Qa\ll1$ the power per void is multiplied by

$$S=1+N\int(g-1)\,d^3r=1-N\frac{4\pi}{3}(2a)^3=1-8f.$$

At finite $Q$ the integral carries $e^{i\mathbf Q\cdot\mathbf r}$, which multiplies $8f$ by $3(\sin s-s\cos s)/s^3$, with $s=2Qa$. I sampled 8000 arrangements of 40 spheres in a periodic cube, placing them in turn and rejecting overlaps. At $f=1.5\%$ and the smallest nonzero wavevectors of the cube, the mean power per sphere was 0.891; the first-order formula gives 0.884. Without exclusion the sampled value was 0.994.

Clustering works the other way. Two voids close together, with their mutual coupling neglected, have twice the dipole and four times the power of one void, hence twice the power per void.

## 3. From a plane wave to a guided mode

Write the mode as $E_y=A\phi(x)e^{i\beta z}$, with $\int\phi^2dx=1$ and $\beta=n_{\rm eff}k_0$. Maxwell's equations give

$$\phi''+k_0^2\epsilon(x)\phi=\beta^2\phi.$$

In the core $\phi=b\cos ux$; outside it decays as $e^{-\gamma|x|}$. Here $u^2=k_0^2(\epsilon_1-n_{\rm eff}^2)$ and $\gamma^2=k_0^2(n_{\rm eff}^2-\epsilon_2)$. Continuity of $\phi$ and $\phi'$ gives $u\tan(ud/2)=\gamma$. The fraction of $\phi^2$ in the core is

$$\Gamma=\frac{d/2+\sin(ud)/(2u)}{d/2+\sin(ud)/(2u)+\cos^2(ud/2)/\gamma}.$$

Faraday's law gives $H_x=-\beta E_y/(\omega\mu_0)$, so the power per unit width is

$$P=-\frac12\int{\rm Re}(E_yH_x^*)\,dx=\frac{\beta|A|^2}{2\omega\mu_0}.$$

A dipole in the slab does not radiate as it would in unbounded material, because the faces reflect its field. Let $F(x)$ be its power in the slab divided by $P_0$, for the same in-plane dipole. Then

$$-\frac{dP}{dz}=N\sigma_0\frac{n_1\epsilon_0c|A|^2}{2}\int_{\rm core}\phi^2F\,dx.$$

Dividing by $P$ leaves the factor $n_1\epsilon_0c\,\omega\mu_0/\beta=n_1k_0/\beta=n_1/n_{\rm eff}$. Thus $P(z)=P(0)e^{-\alpha z}$, with

$$\boxed{\alpha=N\frac{8\pi}{3}k_1^4a^6K^2\,\frac{n_1}{n_{\rm eff}}\int_{\rm core}\phi^2F\,dx.}$$

In a very thick core $n_{\rm eff}\to n_1$, $\Gamma\to1$ and, far from the faces, $F\to1$. The result becomes $N\sigma_0$, the plane-wave loss.

All of the dipole's power counts as loss here because a slab offers a continuum of in-plane directions: light caught again by the slab almost all leaves the collimated beam. A single-mode channel differs. There, light scattered forward into the original mode stays in the output, and its power must not be counted as lost.

## 4. The power of a dipole inside the slab

Fourier transform the dipole current $J=-i\omega p$ in the $yz$ plane, with wavevector $\mathbf q$. Resolve it into $J_s$, perpendicular to $\mathbf q$, and $J_l$, along $\mathbf q$. Averaged over directions, each squared component is $|J|^2/2$.

**TE part.** The perpendicular field obeys

$$E_s''+(k_0^2\epsilon-q^2)E_s=-i\omega\mu_0J_s\delta(x-x_0).$$

Expand it in the TE modes $\phi_j$, normalized by $\int\phi_j^2dx=1$ in a large box, with eigenvalues $\beta_j^2$:

$$E_s(x_0)=-i\omega\mu_0J_s\sum_j\frac{\phi_j^2(x_0)}{\beta_j^2-q^2+i0}.$$

The $+i0$ stands for vanishing absorption and selects outgoing waves. The source delivers power $-\frac12{\rm Re}(J_s^*E_s)$. The imaginary part of each fraction is $-\pi\delta(\beta_j^2-q^2)$, so this power is $\frac{\pi}{2}\omega\mu_0|J_s|^2\sum_j\phi_j^2\delta(\beta_j^2-q^2)$. After the angular average, $\int d^2q/(2\pi)^2=\int d(q^2)/(4\pi)$, and

$$P_{\rm TE}=\frac{\pi\omega\mu_0}{2}\,\frac{\omega^2|p|^2}{2}\,\frac1{4\pi}\sum_{\beta_j^2>0}\phi_j^2=\frac{\mu_0\omega^3|p|^2}{16}\sum_{\beta_j^2>0}\phi_j^2.$$

**TM part.** Let $H$ be the in-plane magnetic field perpendicular to $\mathbf q$. Ampère's law gives

$$E_x=\frac{qH}{\omega\epsilon_0\epsilon},\qquad E_l=\frac{J_l\delta(x-x_0)-H'}{i\omega\epsilon_0\epsilon}.$$

Put these into Faraday's law, $iqE_x-E_l'=i\omega\mu_0H$, and multiply by $i\omega\epsilon_0$:

$$\left(\frac{H'}{\epsilon}\right)'+\left(k_0^2-\frac{q^2}{\epsilon}\right)H=\left(\frac{J_l\delta(x-x_0)}{\epsilon}\right)'.$$

The source-free modes satisfy $(h_j'/\epsilon)'+k_0^2h_j=\beta_j^2h_j/\epsilon$, with $\int h_j^2/\epsilon\,dx=1$. Writing $H=\sum c_jh_j$, projecting on $h_j$ and integrating the source by parts gives

$$c_j=-\frac{J_lh_j'(x_0)}{\epsilon_1(\beta_j^2-q^2+i0)}.$$

The direct $J_l$ term in $E_l$ is in quadrature with the current and delivers no mean power. The $H'$ term delivers $\frac{\pi}{2}|J_l|^2\sum_j h_j'^2\delta(\beta_j^2-q^2)/(\omega\epsilon_0\epsilon_1^2)$. Since $1/(\omega\epsilon_0\epsilon_1^2)=\omega\mu_0/(\epsilon_1k_1^2)$, this is the TE expression with $\phi_j^2$ replaced by $h_j'^2/(\epsilon_1k_1^2)$. Dividing the sum of both parts by $P_0$ yields

$$F(x)=\frac{3\pi}{4k_1}\left[\sum_{\rm TE}\phi_j^2+\sum_{\rm TM}\frac{h_j'^2}{\epsilon_1k_1^2}\right],\qquad \beta_j^2>0.$$

Test this on uniform material. With transverse wavenumber $\kappa$, the TE sum becomes $\int_{-k_1}^{k_1}d\kappa/(2\pi)=k_1/\pi$ and contributes $3/4$. The TM sum has the extra factor $\kappa^2/k_1^2$, equals $k_1/(3\pi)$ and contributes $1/4$. Thus $F=1$.

For the slab, the sums contain guided modes and radiation modes. An even TE radiation mode is proportional to $\cos Ux$ in the core, where $U^2=\kappa^2+k_0^2(\epsilon_1-\epsilon_2)$ and $\kappa$ is the cladding wavenumber. Matching value and slope gives the squared cladding amplitude $D_e=\cos^2(Ud/2)+(U/\kappa)^2\sin^2(Ud/2)$. In a box of length $L$ the normalized core amplitude squared is $2/(LD_e)$, and even modes are spaced by $2\pi/L$ in $\kappa$. Odd modes exchange sine and cosine, so

$$\sum_{\rm TE,rad}\phi_j^2=\int_0^{n_2k_0}\frac{d\kappa}{\pi}\left[\frac{\cos^2Ux}{D_e}+\frac{\sin^2Ux}{D_o}\right].$$

For TM, continuity of $h'/\epsilon$ replaces $U/\kappa$ by $\epsilon_2U/(\epsilon_1\kappa)$ in $D_e$ and $D_o$. The normalization supplies $\epsilon_2$, and differentiation supplies $U^2$ and exchanges $\cos^2Ux$ with $\sin^2Ux$ in the numerators. These integrals were evaluated by Gauss–Legendre quadrature.

## 5. A slab at 1550 nm

Take $n_1=2.00$, $n_2=1.44$, $d=400$ nm, $a=10$ nm and $N=10^{15}$ cm$^{-3}=10^{-6}$ nm$^{-3}$. The void fraction is 0.42%. This slab has one guided mode of each polarization. The mode equation gives $n_{\rm eff}=1.746$ and $\Gamma=0.725$.

The plane-wave estimate is

$$N\sigma_0=4.02\times10^{-9}\ {\rm nm^{-1}}=0.0402\ {\rm cm^{-1}}.$$

The mode factor is $(n_1/n_{\rm eff})\Gamma=1.146\times0.725=0.831$. The average of $F$ over the core, weighted by $\phi^2$, is 0.954. Therefore

$$\alpha=0.0402\times0.831\times0.954\ {\rm cm^{-1}}=0.0319\ {\rm cm^{-1}}=0.139\ {\rm dB/cm}.$$

The power falls by a factor $e$ in 31 cm. $F$ is 0.926 at the centre and 0.946 at a face. Its average exceeds both, so $F$ must be larger somewhere between them.

The guided terms of $F$ carry 61% of the scattered power. Most of what the voids scatter thus remains in the slab, travelling in other directions. A detector above the film would miss it.

The same power removal can be represented by an absorbing core. Equating $\omega\epsilon_0\epsilon''|E|^2/2$ to the power scattered per volume gives $\epsilon''=N\sigma_0Fn_1/k_0$. I solved the mode equation by finite differences with this $\epsilon''$ enlarged 1000 times, then divided the decay rate by 1000. The result was again 0.0319 cm$^{-1}$. This confirms the overlap integral, with $F$ taken as given.

The average polarization gives $\delta\epsilon=-0.0168$. First-order perturbation of the mode equation gives $2n_{\rm eff}\,\delta n_{\rm eff}=\Gamma\,\delta\epsilon$, hence $\delta n_{\rm eff}=-0.0035$. Solving the mode equation afresh gives the same value to these digits.

## 6. Void size, and what the model leaves out

With the slab, wavelength and $N$ fixed, halving the radius to 5 nm divides the loss by 64, to 0.0022 dB/cm. If porosity is fixed instead, then $N=3f/(4\pi a^3)$ and

$$N\sigma_0=2f\,k_1^4a^3K^2.$$

The same halving now divides the loss by 8, to 0.017 dB/cm. Porosity alone does not determine the loss.

For a range of radii, powers add and $a^6$ becomes $\langle a^6\rangle$. Let $\ln a$ be normally distributed with standard deviation $s$ and median radius $a_m$. Then $\langle a^m\rangle=a_m^m e^{m^2s^2/2}$, and

$$\frac{\langle a^6\rangle}{\langle a\rangle^6}=e^{18s^2-3s^2}=e^{15s^2}.$$

For $s=0.20$ the factor is 1.82 at fixed $N$ and mean radius, which raises the example to about 0.25 dB/cm.

The corrections sized next are smaller in this example. Exclusion lowers the loss by about 3%. Keeping every void wholly inside the core, at the same density in the allowed region, lowers it by 3.1%.

A void near a face also feels its image. For an in-plane dipole at distance $\ell$ from the face, the image dipole is $Rp$, with $R=(\epsilon_1-\epsilon_2)/(\epsilon_1+\epsilon_2)$. Its field at the void is $-Rp/[4\pi\epsilon_0\epsilon_1(2\ell)^3]$, so to first order $p$ changes by the fraction $-KRa^3/(8\ell^3)$. Since $K<0$, this is an increase. At contact, $\ell=a$, this point-dipole estimate raises the power of that void by 2.6%.

Rough faces radiate too. A height error $\eta(y,z)$ adds a dipole per area $\epsilon_0(\epsilon_1-\epsilon_2)\eta E$, up to sign. For rms height $\eta_0$ and correlation $e^{-\rho^2/L_c^2}$, with $\rho$ the in-plane separation, integration over $\rho$ gives a squared dipole strength per area of $\epsilon_0^2(\epsilon_1-\epsilon_2)^2\eta_0^2\pi L_c^2|E|^2$ at small wavevector change. If the roughness of the two faces is independent, their powers add: this strength replaces $N|p|^2$, and the core integral becomes $\phi^2F$ summed over the two faces. For assumed values $\eta_0=0.3$ nm and $L_c=50$ nm, the added loss is about 0.004 dB/cm, or 3% of the void loss.

The indices and thickness are rough values for a silicon nitride core in silica; the void population is assumed, not measured. For a guide with this 400 nm core and a total loss target below 0.1 dB/cm, this population would be too lossy. A much thinner core holds less of the mode, so the same void density costs less there. Real films break the assumption of equal, independent spheres: a 20% size spread multiplies the loss by 1.82 at fixed void density and mean radius, or by $e^{12s^2}=1.62$ at fixed porosity and mean radius, and grouping all voids in close pairs would roughly double it. Non-spherical shape, absorption by N–H bonds and etched sidewalls are not sized here. A channel guide needs its own $F$ and the removal of forward-scattered light, so 0.139 dB/cm applies to the slab beam and not directly to a channel device.

Numerical values quoted here were computed with a short program.
